# Mass-Independent Spacings and Trion and Biexciton Binding under Logarithmic Attraction: a numerical check

```python
"""Result under test: in a plane, charges q_i = +-1 with pair energy
-V0 q_i q_j ln(r_ij/L), V0 = e^2/(4 pi eps0 r0), have level spacings that do not
change when all masses are multiplied by one factor; trion and biexciton binding
is V0 times a number fixed by the mass ratio. The full screened pair energy is
V0 q_i q_j W(r/r0), W(x) = (pi/2)[H0(x) - Y0(x)], and tends to the logarithm
for r0 much larger than a = hbar/sqrt(2 mu V0), mu = reduced mass.
Few-body energies are in V0 and lengths in a; there hbar = 1 and mu = 1/2.
The few-body states are variational sums of correlated Gaussians."""
from itertools import combinations
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import dawsn, expi, struve, y0

GAMMA = np.euler_gamma


def screened(x):
    return np.pi / 2 * (struve(0, x) - y0(x))


# Averages over a planar Gaussian distribution with mean square distance msq
def mean_minus_log(msq):
    return -(np.log(msq) - GAMMA) / 2


def mean_distance(msq):
    return np.sqrt(np.pi * msq) / 2


def mean_screened(delta):
    """Average of W(delta * distance), delta = a/r0."""
    def average(msq):
        s2 = msq * delta**2 / 4
        return (np.sqrt(np.pi) * dawsn(np.sqrt(s2))
                - np.exp(-s2) * expi(s2) / 2)
    return average


class Complex:
    """Gaussian basis exp(-sum r_ij^2 / (2 width_ij^2)), symmetrized."""

    def __init__(self, charges, permutations, widths):
        n = len(charges)
        pairs = list(combinations(range(n), 2))
        unit = np.vstack([np.eye(n - 1), np.zeros(n - 1)])
        w = np.array([unit[i] - unit[j] for i, j in pairs])
        ww = np.einsum('pa,pb->pab', w, w)
        self.qq = np.array([charges[i] * charges[j] for i, j in pairs], float)
        alpha = 1 / widths**2
        bra = np.tensordot(alpha, ww, 1)
        root = np.sqrt(np.linalg.det(2 * bra))
        self.parts, self.core, overlap = [], 0, 0
        for perm in permutations:
            order = [pairs.index(tuple(sorted((perm[i], perm[j]))))
                     for i, j in pairs]
            ket = np.tensordot(alpha[:, order], ww, 1)
            total = bra[:, None] + ket[None]
            inverse = np.linalg.inv(total)
            ov = np.outer(root, root) / np.linalg.det(total)
            k = len(alpha)
            msq = 2 * inverse.reshape(k, k, -1) @ ww.reshape(len(pairs), -1).T
            self.core = self.core + ov[..., None, None] * (
                bra[:, None] @ inverse @ ket[None])
            self.parts.append((ov, msq))
            overlap = overlap + ov
        s, u = eigh((overlap + overlap.T) / 2)
        keep = s > 1e-10 * s[-1]
        self.x = u[:, keep] / np.sqrt(s[keep])

    def pair_sum(self, mean):
        return sum(ov * (mean(msq) @ self.qq) for ov, msq in self.parts)

    def ground(self, masses, mean):
        """Lowest energy, its kinetic part and the expansion coefficients."""
        m = np.array(masses, float)
        kinetic = np.tensordot(self.core, np.diag(1 / m[:-1]) + 1 / m[-1], 2)
        h = self.x.T @ (kinetic + self.pair_sum(mean)) @ self.x
        e, v = eigh((h + h.T) / 2, subset_by_index=[0, 0])
        c = self.x @ v[:, 0]
        return e[0], c @ kinetic @ c, c


# Radial finite-difference solver in eV and nm
STEP = 0.005
R = (np.arange(8000) + 0.5) * STEP


def radial_levels(potential, kin, ang, count):
    """kin = hbar^2/(2 mu); ang = angular momentum quantum number."""
    diagonal = kin * (2 / STEP**2 + ang**2 / R**2) + potential
    off = -kin * (R[:-1] + STEP / 2) / (STEP**2 * np.sqrt(R[:-1] * R[1:]))
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select='i', select_range=(0, count - 1))


def v0_of(r0_nm):
    return sc.e / (4 * np.pi * sc.epsilon_0 * r0_nm * 1e-9)


# Screened potential: Fourier-derived average against real-space quadrature
msq_test = 1.7
direct = quad(lambda r: 2 * r / msq_test * np.exp(-r * r / msq_test)
              * screened(r), 0, 9, limit=200)[0]
assert abs(direct - mean_screened(1.0)(msq_test)) < 1e-6
x_small = 1e-3
assert abs(screened(x_small) + np.log(x_small / 2) + GAMMA - x_small) < 1e-5

# Exciton levels for three reduced masses
r0 = 4.0
v0 = v0_of(r0)
kin_free = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18
mu_example = 0.25
a_len = np.sqrt(kin_free / mu_example / v0)
print(f"screening length r0 = {r0:.1f} nm")
print(f"electron mass = hole mass = {2 * mu_example:.2f} m_e")
print(f"V0 = {v0:.5f} eV")
print(f"length a = {a_len:.4f} nm, a/r0 = {a_len / r0:.4f}")
log_pot = v0 * (np.log(R / (2 * r0)) + GAMMA)
full_pot = -v0 * screened(R / r0)
mus = (0.1, 0.25, 1.0)
table = []
for mu in mus:
    row = []
    for pot in (log_pot, full_pot):
        s1, s2 = radial_levels(pot, kin_free / mu, 0, 2)
        p1 = radial_levels(pot, kin_free / mu, 1, 1)[0]
        row += [s1, p1 - s1, s2 - s1]
    table.append(row)
    print(f"mu={mu:.2f} m_e, log: E1s={row[0]:.4f} 2p-1s={row[1]:.4f} "
          f"2s-1s={row[2]:.4f} eV")
    print(f"mu={mu:.2f} m_e, full: E1s={row[3]:.4f} 2p-1s={row[4]:.4f} "
          f"2s-1s={row[5]:.4f} eV")
table = np.array(table)
assert np.ptp(table[:, 1]) < 2e-4 and np.ptp(table[:, 2]) < 2e-4
assert np.ptp(table[:, 5]) > 5e-3      # full potential: spacing does vary
shift = table[2, 0] - table[0, 0]
assert abs(shift + v0 / 2 * np.log(mus[2] / mus[0])) < 2e-4
print(f"log: shift of E1s from mu=0.10 to 1.00 m_e = {shift:.4f} eV")
print(f"log: (2p-1s)/V0 = {table[1, 1] / v0:.4f}, "
      f"(2s-1s)/V0 = {table[1, 2] / v0:.4f}")

# Few-body bases: log-uniform random widths, one range per particle pair
rng = np.random.default_rng(7)


def random_widths(count, ranges):
    return np.array([np.exp(rng.uniform(np.log(low), np.log(high), count))
                     for low, high in ranges]).T


q_t, q_xx = (-1, -1, 1), (-1, -1, 1, 1)
perm_t = [(0, 1, 2), (1, 0, 2)]
perm_xx = [(0, 1, 2, 3), (1, 0, 2, 3), (0, 1, 3, 2), (1, 0, 3, 2)]
w_t = random_widths(260, [(0.5, 44), (0.25, 22), (0.25, 22)])
# Biexciton: pairs (0,2) and (1,3) are compact, the other four are wider;
# the symmetrization supplies the exchanged pairing
compact, wide = (0.35, 8), (0.8, 25)
w_xx = random_widths(560, [wide, compact, wide, wide, compact, wide])
exciton = Complex((-1, 1), [(0, 1)], np.geomspace(0.05, 30, 24)[:, None])
trion = Complex(q_t, perm_t, w_t)
biexciton = Complex(q_xx, perm_xx, w_xx)

e_x, t_x, c_x = exciton.ground([1, 1], mean_minus_log)
e_t, t_t, c_t = trion.ground([1, 1, 1], mean_minus_log)
e_xx, t_xx, c_xx = biexciton.ground([1, 1, 1, 1], mean_minus_log)
grid_e = table[1, 0] / v0 - np.log(a_len / (2 * r0)) - GAMMA
assert abs(grid_e - e_x) < 3e-4
b_t, b_xx = e_x - e_t, 2 * e_x - e_xx
assert b_t > 0 and b_xx > 0
print(f"exciton energy number eps_X = {e_x:.5f} (radial grid {grid_e:.5f})")
print(f"trion energy number eps_T = {e_t:.4f}")
print(f"biexciton energy number eps_XX = {e_xx:.4f}")
print(f"log limit, equal masses: b_T = {b_t:.4f}, b_XX = {b_xx:.4f}")
half_t = Complex(q_t, perm_t, w_t[:130]).ground([1] * 3, mean_minus_log)[0]
half_xx = Complex(q_xx, perm_xx, w_xx[:280]).ground([1] * 4,
                                                    mean_minus_log)[0]
print(f"energy gain on doubling basis: trion {half_t - e_t:.1e}, "
      f"biexciton {half_xx - e_xx:.1e} V0")
assert half_t - e_t < 2e-3 and half_xx - e_xx < 5e-3

# Virial theorem: kinetic energy is (N - Q^2)/4 in units of V0
print(f"kinetic energy/V0: exciton {t_x:.4f}, trion {t_t:.4f}, "
      f"biexciton {t_xx:.4f}")
for t, n, q in ((t_x, 2, 0), (t_t, 3, -1), (t_xx, 4, 0)):
    assert abs(t - (n - q * q) / 4) < 0.02

# All masses times a common factor, with the basis left unscaled
factor = 3.0
x3 = exciton.ground([factor] * 2, mean_minus_log)[0]
t3 = trion.ground([factor] * 3, mean_minus_log)[0]
xx3 = biexciton.ground([factor] * 4, mean_minus_log)[0]
print(f"masses x {factor:.0f}: energy shifts/V0: exciton {x3 - e_x:.4f}, "
      f"trion {t3 - e_t:.4f}, biexciton {xx3 - e_xx:.4f}")
print(f"masses x {factor:.0f}: b_T = {x3 - t3:.4f}, b_XX = {2*x3 - xx3:.4f}")
for change, n, q, tol in ((x3 - e_x, 2, 0, 1e-4), (t3 - e_t, 3, -1, 2e-3),
                          (xx3 - e_xx, 4, 0, 5e-3)):
    assert abs(change + (n - q * q) / 4 * np.log(factor)) < tol
assert abs(x3 - t3 - b_t) < 2e-3 and abs(2 * x3 - xx3 - b_xx) < 5e-3

# Remaining dependence on the mass ratio at fixed reduced mass
ratio_b = []
for ratio in (0.2, 1.0, 5.0):
    m_like, m_other = (1 + ratio) / 2, (1 + 1 / ratio) / 2
    ratio_b.append(e_x - trion.ground([m_like, m_like, m_other],
                                      mean_minus_log)[0])
    print(f"negative trion, m_electron/m_hole = {ratio:.1f}: "
          f"b_T = {ratio_b[-1]:.4f}")
assert np.ptp(ratio_b) > 2e-3

# First correction to the logarithm, against a small finite difference
rho_x = -c_x @ exciton.pair_sum(mean_distance) @ c_x
slope_t = -rho_x - c_t @ trion.pair_sum(mean_distance) @ c_t
slope_xx = -2 * rho_x - c_xx @ biexciton.pair_sum(mean_distance) @ c_xx
tiny = 3e-4
b_tiny = (exciton.ground([1, 1], mean_screened(tiny))[0]
          - trion.ground([1, 1, 1], mean_screened(tiny))[0])
numeric_slope = (b_tiny - b_t) / tiny
print(f"mean exciton separation = {rho_x:.4f} a")
print(f"slope of b_T in a/r0: first order {slope_t:.4f}, "
      f"finite difference {numeric_slope:.4f}")
print(f"slope of b_XX in a/r0: first order {slope_xx:.4f}")
assert abs(slope_t - numeric_slope) < 5e-3

# Full screened potential at growing r0, masses fixed
departures = []
for length in (4.0, 40.0, 400.0):
    v = v0_of(length)
    delta = np.sqrt(kin_free / mu_example / v) / length
    mean = mean_screened(delta)
    ex = exciton.ground([1, 1], mean)[0]
    bt = ex - trion.ground([1, 1, 1], mean)[0]
    bxx = 2 * ex - biexciton.ground([1, 1, 1, 1], mean)[0]
    departures.append((bt - b_t, bxx - b_xx))
    print(f"r0={length:.0f} nm: V0={1e3 * v:.3f} meV, a/r0={delta:.4f}")
    print(f"  binding/V0: exciton {-ex:.4f}, trion {bt:.4f}, "
          f"biexciton {bxx:.4f}")
    print(f"  binding: exciton {-1e3 * ex * v:.3f}, trion {1e3 * bt * v:.4f}, "
          f"biexciton {1e3 * bxx * v:.4f} meV")
    if length == 4.0:
        assert abs(ex * v - table[1, 3]) < 2e-4
        print(f"  log-limit estimate: trion {1e3 * b_t * v:.2f}, "
              f"biexciton {1e3 * b_xx * v:.2f} meV")
formula = np.log(2 / delta) - GAMMA - e_x + delta * rho_x
print(f"exciton binding/V0 at the largest r0 from expansion = {formula:.4f}")
assert abs(formula + ex) < 5e-3
departures = np.array(departures)
assert np.all(np.diff(np.abs(departures), axis=0) < 0)
# At the largest r0 only terms of second order in a/r0 may remain
first_order = delta * np.array([slope_t, slope_xx])
print(f"first-order b at the largest r0: trion {b_t + first_order[0]:.4f}, "
      f"biexciton {b_xx + first_order[1]:.4f}")
assert np.all(np.abs(departures[-1] - first_order) < 3e-3)
print("all good")
```

Output:

```
screening length r0 = 4.0 nm
electron mass = hole mass = 0.50 m_e
V0 = 0.35999 eV
length a = 0.6506 nm, a/r0 = 0.1627
mu=0.10 m_e, log: E1s=-0.3410 2p-1s=0.3095 2s-1s=0.4085 eV
mu=0.10 m_e, full: E1s=-0.4371 2p-1s=0.2204 2s-1s=0.2654 eV
mu=0.25 m_e, log: E1s=-0.5060 2p-1s=0.3095 2s-1s=0.4085 eV
mu=0.25 m_e, full: E1s=-0.5700 2p-1s=0.2474 2s-1s=0.3063 eV
mu=1.00 m_e, log: E1s=-0.7555 2p-1s=0.3095 2s-1s=0.4085 eV
mu=1.00 m_e, full: E1s=-0.7893 2p-1s=0.2750 2s-1s=0.3503 eV
log: shift of E1s from mu=0.10 to 1.00 m_e = -0.4145 eV
log: (2p-1s)/V0 = 0.8597, (2s-1s)/V0 = 1.1348
exciton energy number eps_X = 0.52651 (radial grid 0.52649)
trion energy number eps_T = 0.3857
biexciton energy number eps_XX = 0.9776
log limit, equal masses: b_T = 0.1408, b_XX = 0.0754
energy gain on doubling basis: trion 4.7e-05, biexciton 1.0e-03 V0
kinetic energy/V0: exciton 0.5000, trion 0.5000, biexciton 1.0001
masses x 3: energy shifts/V0: exciton -0.5493, trion -0.5492, biexciton -1.0968
masses x 3: b_T = 0.1408, b_XX = 0.0735
negative trion, m_electron/m_hole = 0.2: b_T = 0.1566
negative trion, m_electron/m_hole = 1.0: b_T = 0.1408
negative trion, m_electron/m_hole = 5.0: b_T = 0.1509
mean exciton separation = 1.2647 a
slope of b_T in a/r0: first order -0.4759, finite difference -0.4739
slope of b_XX in a/r0: first order -0.0885
r0=4 nm: V0=359.991 meV, a/r0=0.1627
  binding/V0: exciton 1.5832, trion 0.0965, biexciton 0.0642
  binding: exciton 569.953, trion 34.7430, biexciton 23.1222 meV
  log-limit estimate: trion 50.70, biexciton 27.14 meV
r0=40 nm: V0=35.999 meV, a/r0=0.0514
  binding/V0: exciton 2.6177, trion 0.1220, biexciton 0.0713
  binding: exciton 94.236, trion 4.3921, biexciton 2.5674 meV
r0=400 nm: V0=3.600 meV, a/r0=0.0163
  binding/V0: exciton 3.7281, trion 0.1339, biexciton 0.0740
  binding: exciton 13.421, trion 0.4822, biexciton 0.2664 meV
exciton binding/V0 at the largest r0 from expansion = 3.7287
first-order b at the largest r0: trion 0.1331, biexciton 0.0739
all good
```
